**Hamaker constants from a finite absorption table**

The program computes $A=\tfrac32kT\sum'_n\mathrm{Li}_3(\Delta_n^2)$, with $\Delta_n=(\varepsilon_1-\varepsilon_3)/(\varepsilon_1+\varepsilon_3)$ at $i\xi_n$ and $\xi_n=2\pi nkT$ in energy units, for two like half-spaces $\varepsilon_1$ across a medium $\varepsilon_3$. It asserts that this sum agrees with a direct free-energy calculation from surface modes, and that the dispersion integral reproduces the closed form of a Lorentz line. Further assertions cover the sampling law, the corrections at both ends of the table, the derivative of the summand with respect to $\varepsilon_1$, and the recovery of known oscillator parameters by the fit. The Matsubara remainder is asserted to lie below its sum-rule bound, and the error left by the integral correction to match its predicted size. The data are synthetic: one phonon line and one Tauc-Lorentz band at 300 K, with vacuum or a model liquid in the gap. A table ending at 30 eV without a tail loses 6.7 % of $A$ across vacuum and 17 % across the liquid. The complete procedure gives 130.2 zJ and 23.5 zJ, which are 0.35 % and 1.0 % below the numerical references.

## Check in Python

```python
# Result under test: the nonretarded Hamaker constant of two like half-spaces (eps1)
# across a medium (eps3),
#   A = (3/2) kT sum'_n Li3(D_n^2),  D = (eps1-eps3)/(eps1+eps3) at i*xi_n,
# with xi_n = 2 pi n kT (energies in eV) and half weight for n = 0, obtained from a finite
# table of absorption e2(w) = Im eps1(w), with errors of sampling, window, fit and cutoff.
# W = (2/pi) int w e2 dw is the sum-rule strength; C_j, w_j are oscillator parameters.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import least_squares
from scipy.special import zeta

T = 300.0
kT = const.k * T / const.e
xi1 = 2 * np.pi * kT
ZJ = const.e * 1e21                      # zJ per eV

# Round model parameters (energies in eV)
S_ph, w_ph, g_ph = 3.0, 0.08, 0.005      # phonon strength, position, damping
A_tl, E_tl, G_tl, gap = 100.0, 9.0, 8.0, 4.0   # Tauc-Lorentz band
C_liq, w_liq = 1.0, 12.0                 # liquid oscillator
w_min, step = 0.01, 0.02                 # start and logarithmic step of the table


def e2_phonon(w):
    return S_ph * w_ph**2 * g_ph * w / ((w_ph**2 - w**2)**2 + (g_ph * w)**2)


def e2_band(w):
    shape = A_tl * E_tl * G_tl / ((w**2 - E_tl**2)**2 + (G_tl * w)**2)
    return shape * np.maximum(w - gap, 0.0)**2 / w


def polylog(order, z):
    z = np.asarray(z, dtype=float)
    total, power = np.zeros_like(z), np.ones_like(z)
    for s in range(1, 101):
        power = power * z
        total = total + power / s**order
    return total


# Reference eps(i xi): closed form for the phonon, mapped Gauss rule for the band
gx, gw = np.polynomial.legendre.leggauss(200)
E_node = gap + 10 * (1 + gx) / (1 - gx)
E_weight = gw * 20 / (1 - gx)**2
band_weight = 2 / np.pi * E_weight * E_node * e2_band(E_node)


def phonon_imag(xi):
    return S_ph * w_ph**2 / (w_ph**2 + g_ph * xi + xi**2)


def eps_ref(xi):
    xi = np.atleast_1d(np.asarray(xi, dtype=float))
    band = (1 / (E_node**2 + xi[:, None]**2)) @ band_weight
    return 1 + phonon_imag(xi) + band


def eps_np(xi, strengths, freqs):
    xi = np.atleast_1d(np.asarray(xi, dtype=float))
    return 1 + sum(c / (1 + (xi / w)**2) for c, w in zip(strengths, freqs))


def eps_vac(xi):
    return np.ones_like(np.atleast_1d(np.asarray(xi, dtype=float)))


def eps_liq(xi):
    return eps_np(xi, [C_liq], [w_liq])


def summand(e1, e3):
    return 1.5 * kT * polylog(3, ((e1 - e3) / (e1 + e3))**2)


def matsubara_terms(e1, e3):
    t = summand(e1, e3)
    t[0] *= 0.5
    return t


def head_part(xi, w0, e2_0):
    r = xi / w0
    return 2 / np.pi * e2_0 * (1 - r * np.arctan2(1.0, r))


def tail_part(xi, w1, e2_1):
    y = np.maximum(xi / w1, 1e-4)        # guard against cancellation at xi = 0
    return 2 / np.pi * e2_1 * (1 - np.arctan(y) / y) / y**2


def make_table(top):
    n = int(np.ceil(np.log(top / w_min) / step)) + 1
    w = np.geomspace(w_min, top, n)
    return w, e2_phonon(w) + e2_band(w)


def log_weights(w):
    q = np.full(len(w), np.log(w[-1] / w[0]) / (len(w) - 1))
    q[[0, -1]] *= 0.5
    return q


def eps_table(xi, w, e2, with_tail=True):
    xi = np.atleast_1d(np.asarray(xi, dtype=float))
    body = 2 / np.pi * (1 / (w**2 + xi[:, None]**2)) @ (log_weights(w) * w**2 * e2)
    out = 1 + body + head_part(xi, w[0], e2[0])
    return out + tail_part(xi, w[-1], e2[-1]) if with_tail else out


def fit_oscillators(xi, data, n_uv):
    start = np.array([0.1] + [10.0 * 3**j for j in range(n_uv)])
    m = len(start)

    def residual(p):
        return eps_np(xi, np.exp(p[:m]), np.exp(p[m:])) / data - 1

    sol = least_squares(residual, np.concatenate([np.zeros(m), np.log(start)]),
                        xtol=1e-13, ftol=1e-13, gtol=1e-13, max_nfev=2000)
    order = np.argsort(sol.x[m:])
    return (np.exp(sol.x[:m])[order], np.exp(sol.x[m:])[order],
            np.sqrt(np.mean(sol.fun**2)), np.max(np.abs(sol.fun)))


def sensitivity(e1, e3):
    return 4 * e3 * polylog(2, ((e1 - e3) / (e1 + e3))**2) / (e1**2 - e3**2)


def integral_tail(f1, f3, N):
    x, q = np.polynomial.legendre.leggauss(80)
    u, q = (x + 1) / 2, q / 2
    n = (N + 0.5) / u
    return np.sum(q * (N + 0.5) / u**2 * summand(f1(n * xi1), f3(n * xi1)))


# --- Test: Matsubara formula against the direct free energy of the surface modes
def log_2sinh(y):
    return y + np.log1p(-np.exp(-2 * y))


n_long = np.arange(20001)
xi_long = n_long * xi1
for w0 in (10.0, 0.05):
    C = 2.0

    def mode_energy(x):
        q = np.exp(-x)
        mode = [w0 * np.sqrt(1 + C * (1 + s * q) / 2) for s in (1, -1, 0)]
        a, b, c = [log_2sinh(m / (2 * kT)) for m in mode]
        return x * (a + b - 2 * c)

    A_modes = -6 * kT * quad(mode_energy, 0, 15, epsabs=1e-11, limit=200)[0]
    A_sum = matsubara_terms(eps_np(xi_long, [C], [w0]), eps_vac(xi_long)).sum()
    assert abs(A_sum / A_modes - 1) < 1e-5

# --- Test: wave-vector integral and polylogarithm
for z in (0.05, 0.5):
    k_int = quad(lambda k: k * np.log1p(-z * np.exp(-2 * k)), 0, 30, epsabs=1e-12)[0]
    assert abs(-4 * k_int - polylog(3, z)) < 1e-8
    assert abs(float(mp.polylog(3, z)) - polylog(3, z)) < 1e-12

# --- Test: dispersion integral against the closed form, and the reference quadrature
for xi in (0.02, 0.16, 5.0):
    def kernel(w):
        return 2 / np.pi * w * e2_phonon(w) / (w**2 + xi**2)
    val = quad(kernel, 0, 1, points=[w_ph], limit=300, epsabs=1e-12)[0]
    val += quad(kernel, 1, np.inf, epsabs=1e-12)[0]
    assert abs(val - phonon_imag(xi)) < 1e-7
for xi in (0.0, 5.0, 50.0):
    val = quad(lambda w: 2 / np.pi * w * e2_band(w) / (w**2 + xi**2), gap, np.inf,
               limit=300, epsabs=1e-11)[0]
    assert abs(1 + phonon_imag(xi) + val - eps_ref(xi)[0]) < 1e-7

# --- Test: end corrections of the table against quadrature
for xi in (0.05, 3.0, 40.0):
    h_num = quad(lambda w: 2 / np.pi * w * (w / w_min) / (w**2 + xi**2), 0, w_min,
                 epsabs=1e-14)[0]
    t_num = quad(lambda w: 2 / np.pi * w * (30 / w)**3 / (w**2 + xi**2), 30, np.inf,
                 epsabs=1e-13)[0]
    assert abs(h_num - head_part(xi, w_min, 1.0)) < 1e-9
    assert abs(t_num - tail_part(xi, 30.0, 1.0)) < 1e-7

# --- Test: sampling error of a narrow line, worst case over grid positions
theta = np.arcsin(g_ph / (2 * w_ph))


def sampling_law(h):
    return 2 / np.expm1(2 * np.pi * theta / h)


def sampling_actual(h):
    worst = 0.0
    for shift in np.arange(40) / 40:
        x = np.arange(np.log(1e-6), np.log(1e3), h) + shift * h
        worst = max(worst, abs(2 / np.pi * h * e2_phonon(np.exp(x)).sum() / S_ph - 1))
    return worst


samp_coarse, samp_fine = sampling_actual(0.1), sampling_actual(step)
assert abs(samp_coarse / sampling_law(0.1) - 1) < 0.03
assert abs(samp_fine / sampling_law(step) - 1) < 0.15   # tiny error, end effects enter

# --- Test: derivative of the summand with respect to eps1
for a, b in ((3.0, 1.0), (6.0, 2.0), (1.3, 1.1)):
    d = mp.diff(lambda e: mp.polylog(3, ((e - b) / (e + b))**2), a)
    assert abs(float(d) - sensitivity(a, b)) < 1e-8

# --- Reference Hamaker constants
media = {"vacuum": eps_vac, "liquid": eps_liq}
e_long = eps_ref(xi_long)
ref_terms = {m: matsubara_terms(e_long, f(xi_long)) for m, f in media.items()}
A_ref = {m: t.sum() for m, t in ref_terms.items()}
W_ref = S_ph * w_ph**2 + band_weight.sum()
assert np.all(e_long[1:] - 1 <= W_ref / xi_long[1:]**2)
assert np.all(e_long > eps_liq(xi_long))

print(f"T = {T:.0f} K, kT = {kT:.6f} eV, first Matsubara energy = {xi1:.5f} eV")
print(f"phonon: strength {S_ph}, position {w_ph} eV, damping {g_ph} eV")
print(f"band: amplitude {A_tl} eV, E0 {E_tl} eV, width {G_tl} eV, gap {gap} eV")
print(f"liquid: C = {C_liq}, w = {w_liq} eV; table from {w_min} eV, log step {step}")
print(f"worst sampling error, step 0.1: {samp_coarse:.4f}, law {sampling_law(0.1):.4f}")
print(f"worst sampling error, step {step}: {samp_fine:.2e}, law {sampling_law(step):.2e}")
for m in media:
    print(f"reference A, {m}: {A_ref[m]*ZJ:.3f} zJ; n=0 part {ref_terms[m][0]*ZJ:.3f} zJ")

# --- Window of the table
n_sum = np.arange(6001)
xi_sum = n_sum * xi1
half = np.where(n_sum == 0, 0.5, 1.0)
for top in (15.0, 30.0, 60.0):
    w, e2 = make_table(top)
    e_cut, e_ext = eps_table(xi_sum, w, e2, False), eps_table(xi_sum, w, e2)
    rel_loss = {}
    for m, f in media.items():
        e3 = f(xi_sum)
        A_cut = matsubara_terms(e_cut, e3).sum()
        A_ext = matsubara_terms(e_ext, e3).sum()
        estimate = 1.5 * kT * np.sum(half * sensitivity(e_cut, e3) * (e_ext - e_cut))
        loss = A_ref[m] - A_cut
        rel_loss[m] = loss / A_ref[m]
        assert loss > 0 and abs(A_ref[m] - A_ext) < loss / 3
        if top == 60.0:
            assert abs(estimate / loss - 1) < 0.12   # power-law tail is approximate
        print(f"window {top:.0f} eV, {m}: A cut {A_cut*ZJ:.3f}, with tail {A_ext*ZJ:.3f}, "
              f"estimated loss {estimate*ZJ:.3f} zJ")
    print(f"  relative loss without tail: vacuum {100*rel_loss['vacuum']:.2f} %, "
          f"liquid {100*rel_loss['liquid']:.2f} %")
    assert rel_loss["liquid"] > rel_loss["vacuum"]

# --- The 30 eV table is used from here on
w, e2 = make_table(30.0)
e_tab = eps_table(xi_sum, w, e2)
W_tab = 2 / np.pi * (np.sum(log_weights(w) * w**2 * e2) + e2[0] * w[0]**2 / 3
                     + e2[-1] * w[-1]**2)
assert abs(W_tab / W_ref - 1) < 0.06
print(f"30 eV table: {len(w)} points; W table {W_tab:.2f}, W reference {W_ref:.2f} eV^2")
for n in (0, 1, 10, 50, 100):
    print(f"n = {n}, xi = {xi_sum[n]:.4f} eV: eps table {e_tab[n]:.5f}, "
          f"reference {e_long[n]:.5f}")

# --- Oscillator fit: recovery of known parameters, then the table
xi_fit = np.concatenate([[0.0], np.geomspace(0.005, 100, 120)])
known_C, known_w = np.array([2.5, 1.2, 0.6]), np.array([0.06, 11.0, 40.0])
got = fit_oscillators(xi_fit, eps_np(xi_fit, known_C, known_w), 2)
assert np.allclose(got[0], known_C, rtol=1e-3) and np.allclose(got[1], known_w, rtol=1e-3)

data = eps_table(xi_fit, w, e2)
rms = {}
for n_uv in (1, 2):
    Cs, ws, rms[n_uv], dev = fit_oscillators(xi_fit, data, n_uv)
    print(f"fit with {n_uv} UV oscillator(s): rms {100*rms[n_uv]:.3f} %, "
          f"max {100*dev:.3f} %")
    for c, q in zip(Cs, ws):
        print(f"  C = {c:.4f}, w = {q:.4f} eV")
    e_fit = eps_np(xi_sum, Cs, ws)
    for m, f in media.items():
        e3 = f(xi_sum)
        A_tab = matsubara_terms(e_tab, e3).sum()
        change = matsubara_terms(e_fit, e3).sum() - A_tab
        pieces = 1.5 * kT * half * sensitivity(e_tab, e3) * (e_fit - e_tab)
        if n_uv == 2:
            assert abs(change - pieces.sum()) < 0.1 * np.abs(pieces).sum()
        print(f"  {m}: change of A {change*ZJ:.4f} zJ, first order {pieces.sum()*ZJ:.4f} zJ")
assert rms[2] < 0.5 * rms[1]

# --- Matsubara truncation
W_liq = C_liq * w_liq**2
W_max = {"vacuum": W_ref, "liquid": max(W_ref, W_liq)}


def remainder_bound(N, W):
    return zeta(3) * kT * W**2 / (8 * xi1**4 * (N + 0.5)**3)


for N in (50, 100, 200, 400, 1000):
    rem = {m: ref_terms[m][N + 1:].sum() for m in media}
    for m in media:
        assert 0 < rem[m] <= remainder_bound(N, W_max[m])
    print(f"N = {N}: remainder vacuum {rem['vacuum']*ZJ:.4f}, liquid {rem['liquid']*ZJ:.4f}, "
          f"bound {remainder_bound(N, W_ref)*ZJ:.4f} zJ")

N = 50
corrected = A_ref["vacuum"] - ref_terms["vacuum"][:N + 1].sum() \
    - integral_tail(eps_ref, eps_vac, N)
predicted = (ref_terms["vacuum"][N + 1] - ref_terms["vacuum"][N]) / 24
assert abs(corrected / predicted - 1) < 0.05
print(f"N = 50 with integral, vacuum: left {corrected*ZJ:.3e}, "
      f"predicted {predicted*ZJ:.3e} zJ")

goal = 1e-3 * A_ref["vacuum"]
N_safe = int(np.ceil((zeta(3) * kT * W_ref**2 / (8 * xi1**4 * goal))**(1 / 3) - 0.5))
remainders = A_ref["vacuum"] - np.cumsum(ref_terms["vacuum"])
N_true = int(np.argmax(remainders <= goal))
assert remainders[N_safe] <= goal and N_true <= N_safe
print(f"N for 0.1 % remainder, vacuum: by bound {N_safe}, actually needed {N_true}")

# --- Complete procedure: 30 eV table, two UV oscillators, N = 100 plus integral
N = 100
for m, f in media.items():
    xs = xi_sum[:N + 1]
    A_final = matsubara_terms(eps_np(xs, Cs, ws), f(xs)).sum()
    A_final += integral_tail(lambda x: eps_np(x, Cs, ws), f, N)
    error = A_final / A_ref[m] - 1
    assert abs(error) < (0.02 if m == "vacuum" else 0.05)
    print(f"complete procedure, {m}: A = {A_final*ZJ:.3f} zJ = {A_final:.5f} eV, "
          f"error {100*error:.3f} %")

print("verified")
```

It prints:

```
T = 300 K, kT = 0.025852 eV, first Matsubara energy = 0.16243 eV
phonon: strength 3.0, position 0.08 eV, damping 0.005 eV
band: amplitude 100.0 eV, E0 9.0 eV, width 8.0 eV, gap 4.0 eV
liquid: C = 1.0, w = 12.0 eV; table from 0.01 eV, log step 0.02
worst sampling error, step 0.1: 0.3262, law 0.3265
worst sampling error, step 0.02: 1.09e-04, law 1.09e-04
reference A, vacuum: 130.669 zJ; n=0 part 1.727 zJ
reference A, liquid: 23.703 zJ; n=0 part 0.824 zJ
window 15 eV, vacuum: A cut 87.124, with tail 128.526, estimated loss 38.619 zJ
window 15 eV, liquid: A cut 7.200, with tail 22.684, estimated loss 9.890 zJ
  relative loss without tail: vacuum 33.32 %, liquid 69.62 %
window 30 eV, vacuum: A cut 121.882, with tail 130.337, estimated loss 8.256 zJ
window 30 eV, liquid: A cut 19.626, with tail 23.540, estimated loss 3.638 zJ
  relative loss without tail: vacuum 6.73 %, liquid 17.20 %
window 60 eV, vacuum: A cut 129.135, with tail 130.628, estimated loss 1.481 zJ
window 60 eV, liquid: A cut 22.946, with tail 23.683, estimated loss 0.723 zJ
  relative loss without tail: vacuum 1.17 %, liquid 3.19 %
30 eV table: 402 points; W table 421.04, W reference 431.32 eV^2
n = 0, xi = 0.0000 eV: eps table 6.10013, reference 6.10122
n = 1, xi = 0.1624 eV: eps table 3.67050, reference 3.67207
n = 10, xi = 1.6243 eV: eps table 3.04651, reference 3.04812
n = 50, xi = 8.1216 eV: eps table 2.29163, reference 2.29319
n = 100, xi = 16.2433 eV: eps table 1.67236, reference 1.67381
fit with 1 UV oscillator(s): rms 1.308 %, max 2.922 %
  C = 2.9969, w = 0.0806 eV
  C = 2.0646, w = 11.2147 eV
  vacuum: change of A -2.0389 zJ, first order -2.3591 zJ
  liquid: change of A -1.0892 zJ, first order -1.4795 zJ
fit with 2 UV oscillator(s): rms 0.185 %, max 0.476 %
  C = 2.9707, w = 0.0784 eV
  C = 1.5733, w = 8.5673 eV
  C = 0.5271, w = 21.0532 eV
  vacuum: change of A -0.1250 zJ, first order -0.1326 zJ
  liquid: change of A -0.0821 zJ, first order -0.0904 zJ
N = 50: remainder vacuum 58.6570, liquid 11.2865, bound 1291.4257 zJ
N = 100: remainder vacuum 26.6167, liquid 6.2625, bound 163.8496 zJ
N = 200: remainder vacuum 7.5147, liquid 2.2908, bound 20.6348 zJ
N = 400: remainder vacuum 1.4424, liquid 0.5276, bound 2.5890 zJ
N = 1000: remainder vacuum 0.1183, liquid 0.0486, bound 0.1661 zJ
N = 50 with integral, vacuum: left -7.091e-04, predicted -6.919e-04 zJ
N for 0.1 % remainder, vacuum: by bound 1084, actually needed 966
complete procedure, vacuum: A = 130.213 zJ = 0.81272 eV, error -0.349 %
complete procedure, liquid: A = 23.458 zJ = 0.14642 eV, error -1.033 %
verified
```
